# Bruggeman conductivity of a dielectric with insulating spherical pores: a program that tests the result

```python
# Result under test: symmetric Bruggeman theory for insulating spherical pores
# of volume fraction phi gives k/k_m = 1 - 3*phi/2, hence 0.55 at phi = 0.30.
# k_m: dense solid, k_p: pore, k: effective medium (thermal conductivities).
# g: temperature gradient inside a sphere divided by the applied gradient.
# The sphere problem is solved numerically: T = u(r)*cos(theta), x = ln(r),
# (kappa*exp(x)*u_x)_x = 2*kappa*exp(x)*u, with u = r far away.
import numpy as np
from scipy.linalg import solve_banded
from scipy.optimize import brentq

phi = 0.30
n_shell = 200                            # cells between pore and shell surface
dx = np.log(1 / phi) / (3 * n_shell)     # puts r = phi**(1/3) on a cell face
n_in, n_out = 1000, 2000                 # cells inside and outside r = 1
x = (np.arange(n_in + n_out) - n_in + 0.5) * dx
TINY = 1e-9                              # stands for an insulating pore


def solve_mode(kappa):
    """Return u/r in every cell for a layered sphere in a unit gradient."""
    face = 2 * kappa[1:] * kappa[:-1] / (kappa[1:] + kappa[:-1])
    cond = face * np.exp(x[:-1] + dx / 2) / dx
    diag = 2 * kappa * np.exp(x) * dx
    diag[:-1] += cond
    diag[1:] += cond
    # regular solution at the inner end: u proportional to r
    diag[0] += kappa[0] * np.exp(x[0] - dx / 2) * np.exp(-dx / 2)
    x_end = x[-1] + dx / 2
    c_end = kappa[-1] * np.exp(x_end) / (dx / 2)
    diag[-1] += c_end
    rhs = np.zeros_like(x)
    rhs[-1] = c_end * np.exp(x_end)
    bands = np.zeros((3, x.size))
    bands[0, 1:] = -cond
    bands[1] = diag
    bands[2, :-1] = -cond
    return solve_banded((1, 1), bands, rhs) / np.exp(x)


def inner_gradient(k_sphere, k_medium):
    kappa = np.where(x < 0, k_sphere, k_medium)
    return solve_mode(kappa)[n_in // 2]


def numerical_bruggeman(porosity, k_pore):
    """Effective k (in units of k_m) from averaged numerical gradients."""
    def excess(k):
        return ((1 - porosity) * inner_gradient(1.0, k)
                + porosity * inner_gradient(k_pore, k) - 1)
    return brentq(excess, 1e-8, 1.0, xtol=1e-13)


def positive_root(porosity, k_pore):
    b = (2 - 3 * porosity) + (3 * porosity - 1) * k_pore
    return (b + np.sqrt(b * b + 8 * k_pore)) / 4


# Interior field: uniform, and equal to 3k/(k_i + 2k)
ratio = 1 - 1.5 * phi
for k_i in (TINY, 0.2, 1.0, 5.0):
    profile = solve_mode(np.where(x < 0, k_i, ratio))[:n_in]
    assert np.ptp(profile) < 1e-4
    assert abs(profile.mean() - 3 * ratio / (k_i + 2 * ratio)) < 1e-4

# Linear law from the numerical self-consistency condition
numerical = {}
for porosity in (0.10, phi, 0.50):
    numerical[porosity] = numerical_bruggeman(porosity, TINY)
    assert abs(numerical[porosity] - (1 - 1.5 * porosity)) < 1e-4
assert abs(numerical[phi] - 0.55) < 1e-4

# Heat flux balance: the solid alone carries the mean flux
g_solid = inner_gradient(1.0, numerical[phi])
g_pore = inner_gradient(TINY, numerical[phi])
assert abs((1 - phi) * g_solid - numerical[phi]) < 1e-4

# Slightly conducting pores: positive root of the quadratic
k_m, k_p = 1.20, 0.02                    # W/(m K), round model parameters
ratio_air = numerical_bruggeman(phi, k_p / k_m)
assert abs(ratio_air - positive_root(phi, k_p / k_m)) < 1e-4

# Above phi = 2/3 the conductivity vanishes with k_p as k_p/(3*phi - 2)
phi_high, k_small = 0.70, 1e-6
slope = numerical_bruggeman(phi_high, k_small) / k_small
assert abs(slope - 1 / (3 * phi_high - 2)) < 0.05

# Coated sphere: the medium that leaves the outside field undisturbed
def disturbance(k):
    kappa = np.where(x < -n_shell * dx, TINY, np.where(x < 0, 1.0, k))
    return solve_mode(kappa)[n_in] - 1


coated = brentq(disturbance, 0.3, 0.9, xtol=1e-12)
assert abs(coated - 2 * (1 - phi) / (2 + phi)) < 1e-4
assert coated > numerical[phi] + 0.01

# Worked example: film heated through its thickness
thickness = 0.50e-6                      # m
flux = 1.0e7                             # W/m^2
k_eff = ratio * k_m
drop_dense = flux * thickness / k_m
drop_porous = flux * thickness / k_eff

print(f"porosity phi: {phi:.2f}")
print(f"k/k_m, formula, insulating pores: {ratio:.4f}")
print(f"k/k_m, numerical sphere fields: {numerical[phi]:.4f}")
print(f"k/k_m, numerical, phi = 0.10: {numerical[0.10]:.4f}")
print(f"k/k_m, numerical, phi = 0.50: {numerical[0.50]:.4f}")
print(f"relative gradient in solid g_m: {g_solid:.4f}")
print(f"relative gradient in pore g_p: {g_pore:.4f}")
print(f"solid share of mean gradient: {(1 - phi) * g_solid:.4f}")
print(f"pore share of mean gradient: {phi * g_pore:.4f}")
print(f"k/k_m, coated spheres, numerical: {coated:.4f}")
print(f"high porosity tested: {phi_high:.2f}")
print(f"k/k_p there, for k_p/k_m = {k_small:.0e}: {slope:.2f}")
print(f"dense conductivity k_m: {k_m:.2f} W/(m K)")
print(f"effective conductivity k: {k_eff:.3f} W/(m K)")
print(f"film thickness: {thickness * 1e6:.2f} um")
print(f"heat flux: {flux / 1e6:.1f} MW/m^2")
print(f"temperature drop, dense film: {drop_dense:.2f} K")
print(f"temperature drop, porous film: {drop_porous:.2f} K")
print(f"ratio of temperature drops: {drop_porous / drop_dense:.3f}")
print(f"conducting-pore case k_p: {k_p:.2f} W/(m K)")
print(f"k/k_m, conducting pores, numerical: {ratio_air:.4f}")
print(f"k, conducting pores: {ratio_air * k_m:.3f} W/(m K)")
print("OK")
```

It prints:

```
porosity phi: 0.30
k/k_m, formula, insulating pores: 0.5500
k/k_m, numerical sphere fields: 0.5500
k/k_m, numerical, phi = 0.10: 0.8500
k/k_m, numerical, phi = 0.50: 0.2500
relative gradient in solid g_m: 0.7857
relative gradient in pore g_p: 1.5000
solid share of mean gradient: 0.5500
pore share of mean gradient: 0.4500
k/k_m, coated spheres, numerical: 0.6087
high porosity tested: 0.70
k/k_p there, for k_p/k_m = 1e-06: 10.00
dense conductivity k_m: 1.20 W/(m K)
effective conductivity k: 0.660 W/(m K)
film thickness: 0.50 um
heat flux: 10.0 MW/m^2
temperature drop, dense film: 4.17 K
temperature drop, porous film: 7.58 K
ratio of temperature drops: 1.818
conducting-pore case k_p: 0.02 W/(m K)
k/k_m, conducting pores, numerical: 0.5639
k, conducting pores: 0.677 W/(m K)
OK
```
